# Hybrid functionals on PBE-generated PAW data: which errors remain

A calculation with the hybrid functional PBE0 is to be run on atomic data generated with PBE. If the data are a pseudopotential without a nonlinear core correction, the ion contains a core–valence interaction that was fixed with PBE, and the hybrid acts among the valence electrons alone. It is tempting to carry this objection over to the projector augmented-wave (PAW) method. A bromine atom shows that the two cases differ.

## The counter-example: bromine with two kinds of PBE data

The atom is non-relativistic, spin-unpolarised and spherically averaged. The core is [Ar]3d$^{10}$ and the reference configuration is 4s$^2$4p$^5$. Formulas are in Hartree atomic units with real orbitals. The functional is

$$
E_{xc}^{\alpha}=E_{xc}^{\rm PBE}+\alpha X,\qquad X=E_x^{\rm exact}-E_x^{\rm PBE},
$$

with $\alpha=1/4$ for PBE0. Two treatments use the same PBE core orbitals, and in both the valence orbitals stay orthogonal to them.

**Frozen-core hybrid.** The energy is the all-electron hybrid energy of core plus valence, minimised over the valence orbitals. The proof below shows that this is what PAW approximates.

**PBE-unscreened ion.** The valence electrons move in

$$
v_{\rm ion}=v_{\rm nuc}+v_H[n_c]+v_{xc}^{\rm PBE}[n_c+n_v^0]-v_{xc}^{\rm PBE}[n_v^0],
$$

where $n_c$ is the core density and $n_v^0$ the reference valence density. Their mutual energy is $E_H[n_v]+E_{xc}^{\alpha}[\text{valence}]$. At $\alpha=0$ and $n_v=n_v^0$, adding $v_H[n_v^0]+v_{xc}^{\rm PBE}[n_v^0]$ cancels the last term of $v_{\rm ion}$ and restores the full PBE potential, so the ion is a correct PBE ion. It models the unscreening step of a pseudopotential. The valence orbitals keep their nodes, so that pseudisation errors do not mix with the choice of functional.

### The ion's error is linear in $\alpha$

Each energy is a minimum over orbitals. When $\alpha$ changes, the orbitals respond, but this response does not change the energy at first order because the energy is stationary. Only the explicit dependence on $\alpha$ remains:

$$
\frac{dE_{\rm ion}}{d\alpha}=X[\text{valence}],\qquad
\frac{dE_{\rm frozen}}{d\alpha}=X[\text{core}+\text{valence}].
$$

The difference of the two slopes is

$$
\frac{d(E_{\rm ion}-E_{\rm frozen})}{d\alpha}=X[\text{valence}]-X[\text{core}+\text{valence}].
$$

The core's own contribution is the same in every configuration and drops out of energy differences. Apart from the difference between the valence orbitals of the two treatments, which vanishes in the reference configuration at $\alpha=0$, what the ion lacks is the core–valence part of $X$.

For the ionisation 4p$^5\to$4p$^4$ and the promotion 4s$\to$4p, the formula at $\alpha=0$ gives slopes of $-0.2954$ and $-0.2224$ eV. At $\alpha=1/4$ this predicts shifts of

$$
-0.2954/4=-0.0739\ {\rm eV},\qquad -0.2224/4=-0.0556\ {\rm eV}.
$$

The self-consistent ion-minus-frozen-core differences move from $1.1$ to $-75.0$ meV and from $-13.3$ to $-68.6$ meV, which are shifts of $-76.1$ and $-55.3$ meV. The values at $\alpha=0$ are not a mismatch of functionals. They arise because $v_{\rm ion}$ treats core–valence exchange-correlation as linear in $n_v$ around $n_v^0$.

### The frozen core's total-energy error is quadratic in $\alpha$

Let $\kappa$ be the parameters that rotate core orbitals into the rest of the space, with the valence orbitals optimised at each $\kappa$. The PBE core is $\kappa=0$. To second order,

$$
E(\kappa)=E(0)+G\cdot\kappa+\tfrac12\,\kappa\cdot H\kappa ,
$$

where rotations between a core orbital and an equally occupied valence orbital, which leave the energy unchanged, are left out of $\kappa$. Then $H$ is positive definite at a minimum. Setting the derivative to zero gives $\kappa=-H^{-1}G$, and insertion gives

$$
E_{\rm frozen}-E_{\rm relaxed}=E(0)-E(-H^{-1}G)=G\cdot H^{-1}G-\tfrac12G\cdot H^{-1}G=\tfrac12\,G\cdot H^{-1}G\ \ge 0 .
$$

In the reference configuration the core is stationary for PBE, so $G=\alpha g$ to leading order and the error is $\tfrac12\alpha^2\,g\cdot H^{-1}g$. The computed errors are 11.8 meV at $\alpha=1/8$ and 47.0 meV at $\alpha=1/4$. Their ratio is 3.98, against 4 for a quadratic law.

Another configuration exerts an additional force $s$ on the core, so that $G=\alpha g+s$. If $g$ and $H$ are taken to be the same in both configurations, the error of the energy difference is

$$
\tfrac12(\alpha g+s)\cdot H^{-1}(\alpha g+s)-\tfrac12\alpha^2g\cdot H^{-1}g
=\alpha\,g\cdot H^{-1}s+\tfrac12\,s\cdot H^{-1}s .
$$

The first term is linear in $\alpha$. The order in $\alpha$ therefore does not separate the two treatments when energy differences are compared; the origin of the error does. Here it is a product of two changes of the core, one driven by the functional and one by the configuration. In the ion it is a missing piece of the functional, present even if the core could not change at all.

### The numbers for PBE0

| Treatment | Ionisation (eV) | Error (meV) | Promotion (eV) | Error (meV) |
|---|---|---|---|---|
| relaxed core | 13.391 | – | 12.052 | – |
| frozen PBE0 core | 13.394 | 2.4 | 12.055 | 3.1 |
| frozen PBE core | 13.405 | 13.1 | 12.070 | 18.2 |
| PBE-unscreened ion | 13.330 | −61.9 | 12.001 | −50.4 |

The absolute energies belong to the spin-unpolarised, spherically averaged model with fractional occupations; a spin-polarised PBE0 calculation with integer occupations gives an ionisation energy near 11.8 eV. Only the differences between the rows are of interest here. Errors are relative to the relaxed core. Taking the core from PBE instead of PBE0 costs $13.1-2.4=10.7$ meV and $18.2-3.1=15.1$ meV. The ion uses the same PBE core, so its error is the sum of the frozen-core error and the ion-minus-frozen-core difference: $13.1-75.0=-61.9$ meV and $18.2-68.6=-50.4$ meV. The two parts have opposite signs here, and the ion's total error is smaller in size than the shifts of $-76.1$ and $-55.3$ meV that the change of functional causes.

## The correct statement

In PAW, an all-electron valence orbital is written as

$$
\psi_a=\tilde\psi_a+\sum_i(\phi_i-\tilde\phi_i)\,c_i^a,\qquad c_i^a=\langle\tilde p_i|\tilde\psi_a\rangle .
$$

The partial waves $\phi_i$ are orthogonal to the frozen core. The smooth waves $\tilde\phi_i$ join them smoothly at the sphere radius and equal them outside. The projectors $\tilde p_i$ vanish outside and satisfy $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Spheres do not overlap. Inside a sphere, define

$$
\psi^1_a=\sum_i\phi_ic_i^a,\quad \tilde\psi^1_a=\sum_i\tilde\phi_ic_i^a,\quad d_a=\psi_a^1-\tilde\psi_a^1,\quad \delta_a=\tilde\psi_a-\tilde\psi_a^1 .
$$

The function $\delta_a$ is the part of the smooth orbital that the partial waves miss.

**Statement.** Suppose that

1. the smooth, one-centre and smooth one-centre energies all use the same hybrid, including core–valence Fock exchange;
2. compensation charges confined to the spheres restore all multipoles of the densities and of the orbital-pair densities;
3. the core orbitals lie inside the spheres;
4. $\delta_a=0$ in the spheres.

Then the PAW energy equals the all-electron hybrid energy with the frozen core, for every $\alpha$ and whichever functional generated the $\phi_i$. The overlaps $\langle\psi_a|\psi_b\rangle$ are local integrals and agree in the same way. If condition 4 holds for all orbitals reached in the minimisation and the all-electron frozen-core minimiser is among them, the minima also agree. Numerical discretisation aside, the errors left are the frozen core and the failure of condition 4.

## Proof

**Local terms.** When $\delta_a=0$, $\psi_a=\psi_a^1$ inside a sphere and $\psi_a=\tilde\psi_a$ outside. Take any energy that is an integral of a local expression $e$ in the orbitals and their gradients. This covers the kinetic energy in the form $\tfrac12|\nabla\psi|^2$ and the semilocal part of the functional. The PAW form is

$$
\int e[\tilde\psi]+\int_S e[\psi^1]-\int_S e[\tilde\psi^1]
=\int_{\text{outside}}e[\psi]+\int_S e[\psi],
$$

because the first and third terms cancel inside $S$. For exchange-correlation, $e$ also contains the core density in the one-centre term and a smooth core density in the other two, equal to the true one outside $S$.

PAW data usually also contain a local potential $\bar v$ confined to the sphere, which may have been made by unscreening a PBE potential. It enters as

$$
\langle\tilde\psi_a|\bar v|\tilde\psi_a\rangle-\langle\tilde\psi_a^1|\bar v|\tilde\psi_a^1\rangle
=2\langle\delta_a|\bar v|\tilde\psi_a^1\rangle+\langle\delta_a|\bar v|\delta_a\rangle ,
$$

which vanishes with $\delta_a$. This is where PAW differs from a pseudopotential: what was unscreened with PBE is subtracted again.

**Valence–valence exchange.** With occupations $f_a\le2$, the exchange energy is $-\tfrac14\sum_{ab}f_af_b\,(n_{ab}|n_{ab})$, where $n_{ab}=\psi_a\psi_b$ and $(f|g)$ is the Coulomb integral. Consider one pair and one sphere, and drop the indices on densities. Let $\tilde n=\tilde\psi_a\tilde\psi_b$, $n^1=\psi^1_a\psi^1_b$ and $\tilde n^1=\tilde\psi^1_a\tilde\psi^1_b$. The one-centre densities $n^1$ and $\tilde n^1$ are taken inside the sphere only. The compensation charge $\hat n$ vanishes outside the sphere and has the multipoles of $n^1-\tilde n^1$. PAW replaces $(n|n)$ by

$$
(A|A)+(n^1|n^1)-(m|m),\qquad A=\tilde n+\hat n,\quad m=\tilde n^1+\hat n .
$$

To find what this misses, insert $\psi=\tilde\psi+d$ and $\psi^1=\tilde\psi^1+d$:

$$
\begin{aligned}
n-\tilde n&=\tilde\psi_ad_b+d_a\tilde\psi_b+d_ad_b,\\
n^1-\tilde n^1&=\tilde\psi^1_ad_b+d_a\tilde\psi^1_b+d_ad_b .
\end{aligned}
$$

The difference of these lines is $\Delta=\delta_ad_b+d_a\delta_b$. Let $D=n^1-m$, so that $n^1-\tilde n^1=D+\hat n$. Then $n=\tilde n+\hat n+D+\Delta=A+D+\Delta$, and

$$
(n|n)=(A|A)+2(A|D)+(D|D)+2(A+D|\Delta)+(\Delta|\Delta).
$$

Since $n^1=m+D$, the one-centre terms are $(n^1|n^1)-(m|m)=2(m|D)+(D|D)$. Subtracting the PAW expression leaves the remainder

$$
2(A-m|D)+2(A+D|\Delta)+(\Delta|\Delta).
$$

All multipoles of $D$ vanish, so $D$ produces no potential outside its sphere. Only the part of $A-m$ inside matters, and there

$$
A-m=\tilde n-\tilde n^1=\delta_a\tilde\psi_b^1+\tilde\psi_a^1\delta_b+\delta_a\delta_b .
$$

Every term of the remainder contains $\delta$, so it vanishes when $\delta=0$. With several atoms, the $D$ of different spheres do not interact, and the result follows sphere by sphere. The Hartree energy follows in the same way, with the total charge density, nuclei and core included, in place of the pair density.

**Core–valence exchange.** In the sum above, a doubly occupied core orbital $\varphi_c$ and a valence orbital appear twice, with the factor $-\tfrac14\cdot2\cdot2f_a=-f_a$. The core lies inside the sphere, where $\psi_a=\psi_a^1$, so

$$
E_x^{cv}=-\sum_af_a\sum_{ij}c_i^ac_j^a\,X_{ij},\qquad
X_{ij}=\sum_c(\phi_i\varphi_c|\varphi_c\phi_j).
$$

The matrix $X_{ij}$ is built from PBE orbitals, but the interaction in it is exact exchange. It enters the hybrid with weight $\alpha$, and PBE exchange of the full density enters with weight $1-\alpha$. Core–core terms are constants for a frozen core. Finally, $\psi_a$ is orthogonal to the core because each $\phi_i$ is. All terms now agree with the frozen-core hybrid energy. $\square$

## How large the incompleteness is

PBE orbitals are the favourable case. If $\psi_a$ is itself a partial wave, $\delta_a=0$ with a single wave per channel. The PAW exact exchange of the bromine 4s and 4p orbitals then agrees with direct integration to rounding error, although no exact exchange was used in generating them.

PBE0 orbitals are not PBE partial waves. The numerical check expands the frozen-core PBE0 orbitals in $N$ partial waves per channel, with a sphere radius of 2.2 bohr. The first wave is the PBE valence orbital. The others are the lowest unoccupied PBE orbitals above 0.2 hartree in the finite Gaussian basis of the calculation. These are states of the basis, not bound states of the atom, so the entries for $N>1$ are specific to this basis and this threshold. The projectors are chosen to give a least-squares fit of the all-electron orbital in the sphere, with weight $(1-r^2/r_c^2)^2$, where $r_c$ is the sphere radius, and the integrals $X_{ij}$ are taken over all space. The errors below depend on this fit, and the valence–valence error also on the smooth waves, as well as on the partial waves. Because the core is not strictly confined to the sphere, the core–valence column also contains a part from outside it, up to about 3 meV, which belongs to condition 3 rather than condition 4. The direct values are $-57.715$ eV for valence–valence and $-23.453$ eV for core–valence exchange. The PAW errors relative to them are:

| $N$ | Valence–valence (meV) | Core–valence (meV) |
|---|---|---|
| 1 | −23.5 | −127.2 |
| 2 | 9.4 | −78.4 |
| 4 | 0.7 | −5.8 |
| 6 | 0.05 | −1.6 |

These are errors of the full exact exchange at given orbitals. In PBE0 they carry the factor $1/4$: for $N=2$ the sum is $(9.4-78.4)/4=-17$ meV, and for $N=6$ it is $-0.4$ meV. They are not errors of energy differences, nor of the total energy, since the kinetic, Hartree and semilocal terms have remainders of their own. In particular, the PBE exchange that exact exchange replaces has a remainder of the same sign and similar size at $N=2$, about $-75$ meV depending on the smooth functions, so that the remainder of $\alpha X$, the part due to the change of functional, is only 1 to 2 meV there. The exact-exchange error is reduced by adding waves, with no change of functional, though not at every step: the core–valence error is $-12$ meV at $N=5$, larger in size than at $N=4$.

## Where the statement fails

If a code keeps core–valence exchange at the PBE level, condition 1 is violated. The core–valence part of $\alpha X$ is then missing, as it is in the ion, and the error linear in $\alpha$ returns.

If the compensation charges stop at too low a multipole, $D$ keeps a potential outside its sphere, and the terms with $A-m$ no longer cancel there even when $\delta=0$.

If core orbitals reach beyond the sphere, $\psi_a$ and $\psi_a^1$ may differ where the core is still present. In the bromine example about 0.005 core electrons lie outside 2.2 bohr. A core shell that extends further, or that responds strongly to the change of functional or configuration, should be treated as valence. This removes its part of the frozen-core error, provided the partial waves describe it.

## Table of computed values

```
Br, non-relativistic, spherical, spin-unpolarised; core [Ar]3d10
Br- PBE0 radial minus 3D code, total energy: 0.018 meV
Br- PBE0 radial minus 3D code, 4p level: 0.019 meV
PBE levels 4s, 4p: -19.421, -7.895 eV
PBE ion, largest level error in PBE: 0.03233 meV
-- frozen PBE core, total-energy error of neutral Br
alpha = 0.000: -0.000 meV
alpha = 0.125: 11.804 meV
alpha = 0.250: 47.035 meV
ratio alpha 0.25 to 0.125 (quadratic = 4): 3.985
-- energies: ionisation 4p5->4p4, promotion 4s->4p
PBE  relaxed core: 12.5815, 11.6080 eV
PBE0 relaxed core: 13.3915, 12.0517 eV
PBE0 frozen PBE core: 13.4046, 12.0699 eV
PBE0 frozen PBE0 core: 13.3938, 12.0548 eV
PBE0 on PBE-unscreened ion: 13.3296, 12.0013 eV
-- errors against relaxed-core result of the same functional
PBE  frozen PBE core: 1.98, 2.95 meV
PBE  PBE-unscreened ion: 3.10, -10.37 meV
PBE0 frozen PBE core: 13.08, 18.17 meV
PBE0 frozen PBE0 core: 2.36, 3.09 meV
PBE0 PBE-unscreened ion: -61.90, -50.40 meV
-- ion minus frozen-core hybrid (functional mismatch)
alpha = 0.000: 1.12, -13.31 meV
alpha = 0.125: -36.37, -41.02 meV
alpha = 0.250: -74.97, -68.57 meV
ratio after removing alpha = 0 (linear = 2): 2.017
slope, formula: -0.2954, -0.2224 eV
slope, finite diff.: -0.2954, -0.2224 eV
-- PAW exact exchange (full, not scaled by alpha), PBE0 orbitals
sphere radius: 2.20 bohr; core electrons outside: 0.00440
all-electron valence-valence: -57.7154 eV
all-electron core-valence: -23.4534 eV
compensated smooth part alone, N = 1: -56.1476 eV
largest PAW error for PBE orbitals, N = 1: 3.0e-12 meV
PAW error with N partial waves: val-val, core-val, sum of |terms|
N = 1: -23.469, -127.230, 153.872 meV
N = 2: 9.361, -78.412, 87.773 meV
N = 4: 0.708, -5.826, 6.534 meV
N = 6: 0.049, -1.578, 1.628 meV
```
